# Electron localization function from the curvature of the same-spin pair probability, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the determinant to the curvature

**Q.** The electron localization function is supposed to tell where electrons are localized. A density already tells where electrons are. What further quantity is being examined?

**A.** A pair quantity. Suppose one electron of spin \(\sigma\) is found at \(\mathbf r\). How much density of other electrons with the same spin is found close to it? If very little is, the first electron has that neighbourhood to itself, as far as its own spin is concerned. This is the sense of "localized" used here.

I assume a state described by one Slater determinant, as in Hartree-Fock theory. Hartree atomic units are used. The occupied spatial orbitals of spin \(\sigma\) are \(\psi_i\), orthonormal and possibly complex. From here on, a quantity without a spin label belongs to this one spin.

**Q.** Then begin with the determinant. I do not want to be handed a pair density.

**A.** Let \(x=(\mathbf r,s)\) combine position and spin, and let \(\phi_i(x)\) be the \(N\) occupied spin orbitals of both spins. The state is

\[
\Psi=\frac{1}{\sqrt{N!}}\sum_{\mathcal P}\operatorname{sgn}(\mathcal P)\,
\phi_{\mathcal P(1)}(x_1)\cdots\phi_{\mathcal P(N)}(x_N).
\]

The density of ordered pairs is

\[
P_2(x,x')=N(N-1)\int|\Psi(x,x',x_3,\dots,x_N)|^2\,dx_3\cdots dx_N .
\]

The square contains two permutations, \(\mathcal P\) from \(\Psi\) and \(\mathcal Q\) from \(\Psi^*\). Orthonormality makes each integral vanish unless \(\mathcal P\) and \(\mathcal Q\) assign the same orbital to electrons \(3,\dots,N\). Two possibilities remain: \(\mathcal Q=\mathcal P\), with sign \(+\), or \(\mathcal Q\) equal to \(\mathcal P\) with the first two orbitals interchanged, with sign \(-\). If electrons 1 and 2 occupy \(\phi_i\) and \(\phi_l\), the others can be arranged in \((N-2)!\) ways. The prefactor is therefore \(N(N-1)(N-2)!/N!=1\), and

\[
P_2(x,x')=\sum_{i\ne l}\Big[|\phi_i(x)|^2|\phi_l(x')|^2
-\phi_i(x)\phi_l(x')\phi_l^*(x)\phi_i^*(x')\Big].
\]

The terms with \(i=l\) would be zero, so they may be added to the sum. Now set both spin coordinates to \(\sigma\). Orbitals of the other spin vanish there, and what remains involves the \(\psi_i\) of spin \(\sigma\):

\[
P_2(\mathbf r,\mathbf r')=\rho(\mathbf r)\rho(\mathbf r')-|\gamma(\mathbf r,\mathbf r')|^2,
\]

\[
\rho(\mathbf r)=\sum_i|\psi_i(\mathbf r)|^2,\qquad
\gamma(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\psi_i^*(\mathbf r').
\]

**Q.** Why restrict the question to equal spins?

**A.** For opposite spins, each exchange product contains an orbital evaluated at the wrong spin, so the second term vanishes. The pair density is then the product of the two spin densities. A single determinant whose orbitals each have a definite spin, as assumed throughout, has no hole between opposite spins, and the information beyond the density is in the same-spin part. A determinant of two-component spinors that mix the two spins can have such a hole and is not treated here.

**Q.** A pair density also becomes large simply because the density at \(\mathbf r\) is large.

**A.** That factor is removed by division. Where \(\rho(\mathbf r)>0\), define

\[
P(\mathbf r'|\mathbf r)=\frac{P_2(\mathbf r,\mathbf r')}{\rho(\mathbf r)}
=\rho(\mathbf r')-\frac{|\gamma(\mathbf r,\mathbf r')|^2}{\rho(\mathbf r)} .
\]

This is the density at \(\mathbf r'\) of the other same-spin electrons, given one at \(\mathbf r\). It is called a conditional probability, but it is not normalized to one. Orthonormality gives

\[
\int|\gamma(\mathbf r,\mathbf r')|^2d\mathbf r'
=\sum_{il}\psi_i(\mathbf r)\psi_l^*(\mathbf r)\int\psi_i^*(\mathbf r')\psi_l(\mathbf r')d\mathbf r'
=\rho(\mathbf r).
\]

Hence \(P\) integrates to the number of spin-\(\sigma\) electrons minus one. The subtracted term, \(-|\gamma|^2/\rho(\mathbf r)\), is the exchange hole. It integrates to \(-1\), and at \(\mathbf r'=\mathbf r\), where \(\gamma=\rho\), its value is \(-\rho(\mathbf r)\). It cancels the density there, so \(P(\mathbf r|\mathbf r)=0\).

**Q.** If \(P\) is zero at contact for every determinant, contact cannot distinguish one place from another. Does the linear term do so?

**A.** No, that term vanishes too. First I show that \(P\) cannot be negative. Expand

\[
\frac12\sum_{il}\big|\psi_i(\mathbf r)\psi_l(\mathbf r')-\psi_l(\mathbf r)\psi_i(\mathbf r')\big|^2 .
\]

The two squared terms each give \(\tfrac12\rho(\mathbf r)\rho(\mathbf r')\). The two cross terms each give \(-\tfrac12|\gamma|^2\). The sum is therefore \(P_2\). Terms with \(i=l\) vanish and each other pair is counted twice, so

\[
P(\mathbf r'|\mathbf r)=\frac1{\rho(\mathbf r)}\sum_{i<l}
\big|\psi_i(\mathbf r)\psi_l(\mathbf r')-\psi_l(\mathbf r)\psi_i(\mathbf r')\big|^2\ge0 .
\]

A smooth non-negative function that is zero at a point has a minimum there, so its gradient vanishes. The first information is in the second derivatives. Smoothness is a real assumption: at a point nucleus the orbitals have cusps, and the expansion below is not made about that point.

**Q.** Second derivatives form a matrix. You will need one number.

**A.** Average over the directions of \(\mathbf s=\mathbf r'-\mathbf r\) at fixed length \(s\). The Taylor series begins

\[
P(\mathbf r+\mathbf s|\mathbf r)=\frac12\sum_{ab}s_as_b\,
\partial'_a\partial'_bP\big|_{\mathbf r'=\mathbf r}+\dots
\]

On a sphere, \(\langle s_as_b\rangle=s^2\delta_{ab}/3\): different components average to zero, and the three equal squares add to \(s^2\). The cubic terms are odd in \(\mathbf s\) and average to zero. Thus

\[
\langle P\rangle_s=\frac{s^2}{6}\,\nabla'^2P\big|_{\mathbf r'=\mathbf r}+O(s^4).
\]

The average discards directional information. Two points with the same Laplacian may have differently shaped holes.

**Q.** Now calculate that Laplacian. I suspect that the density will contribute its own curvature.

**A.** It does, and that contribution cancels. Since \(\rho(\mathbf r)\) is fixed while \(\mathbf r'\) varies,

\[
\nabla'^2P=\nabla'^2\rho(\mathbf r')-\frac1{\rho(\mathbf r)}\nabla'^2|\gamma|^2 .
\]

The product rule applied to \(\gamma^*\gamma\) gives

\[
\nabla'^2|\gamma|^2=2\,\mathrm{Re}\,(\gamma^*\nabla'^2\gamma)+2|\nabla'\gamma|^2 .
\]

Two local quantities are needed,

\[
\tau=\sum_i|\nabla\psi_i|^2,\qquad
\mathbf j=\mathrm{Im}\sum_i\psi_i^*\nabla\psi_i .
\]

There is no factor \(1/2\) in \(\tau\), so the kinetic-energy density of this spin, in its positive form, is \(\tau/2\). The vector \(\mathbf j\) is the particle current density of the orbitals when no magnetic vector potential is present.

At coincidence, \(\nabla'\gamma=\sum_i\psi_i\nabla\psi_i^*\). Its real part follows from

\[
\nabla\rho=\sum_i(\psi_i^*\nabla\psi_i+\psi_i\nabla\psi_i^*)
=2\,\mathrm{Re}\sum_i\psi_i\nabla\psi_i^* .
\]

Its imaginary part is \(-\mathbf j\), because complex conjugation reverses the sign. Therefore

\[
\nabla'\gamma=\tfrac12\nabla\rho-i\mathbf j,\qquad
|\nabla'\gamma|^2=\tfrac14|\nabla\rho|^2+|\mathbf j|^2 .
\]

For the second derivative, differentiate the density twice:

\[
\nabla^2\rho=2\,\mathrm{Re}\sum_i\psi_i\nabla^2\psi_i^*+2\tau .
\]

At coincidence the sum on the right is \(\nabla'^2\gamma\), so

\[
\mathrm{Re}\,\nabla'^2\gamma=\tfrac12\nabla^2\rho-\tau .
\]

Since \(\gamma=\rho\) is real at coincidence,

\[
\nabla'^2|\gamma|^2
=\rho\nabla^2\rho-2\rho\tau+\tfrac12|\nabla\rho|^2+2|\mathbf j|^2 .
\]

Divide by \(\rho\) and subtract from \(\nabla^2\rho\). The density Laplacians cancel:

\[
\nabla'^2P\big|_{\mathbf r'=\mathbf r}
=2\tau-\frac{|\nabla\rho|^2}{2\rho}-\frac{2|\mathbf j|^2}{\rho}=2D,
\]

\[
D=\tau-\frac{|\nabla\rho|^2}{4\rho}-\frac{|\mathbf j|^2}{\rho}.
\]

With the factor \(s^2/6\) this becomes

\[
\langle P\rangle_s=\frac{D}{3}s^2+O(s^4).
\]

For real orbitals \(\mathbf j=0\), and the first two terms of \(D\) remain.

**Q.** The current term is easily lost. Was this formula compared with a determinant in which it matters?

**A.** Yes. Take three same-spin electrons in harmonic-oscillator orbitals, one of which carries a current. The squared determinant was integrated numerically over the third electron. The conditional density was then averaged over small spheres about an off-centre point, and \(D\) was extracted from its \(s^2\) coefficient. The result was \(0.34909\ \text{bohr}^{-5}\). The local formula gave the same value to the digits shown. The current term there is \(0.02231\ \text{bohr}^{-5}\), so leaving it out would give \(0.34909+0.02231=0.37140\ \text{bohr}^{-5}\), about 6% above the correct \(D\).

**Q.** Your final expression contains two subtractions. Can \(D\) become negative?

**A.** It cannot, since it is the leading coefficient of a non-negative quantity. The pair form of \(P\) makes this visible. Insert

\[
\psi_i(\mathbf r+\mathbf s)=\psi_i(\mathbf r)+\mathbf s\cdot\nabla\psi_i(\mathbf r)+O(s^2).
\]

The products without a gradient cancel, and each pair amplitude becomes \(\mathbf s\cdot\mathbf v_{il}\) to first order, with

\[
\mathbf v_{il}=\psi_i\nabla\psi_l-\psi_l\nabla\psi_i .
\]

Its square averages to \(s^2|\mathbf v_{il}|^2/3\). Comparison with \(Ds^2/3\) gives

\[
\rho D=\sum_{i<l}|\psi_i\nabla\psi_l-\psi_l\nabla\psi_i|^2\ge0 .
\]

This also shows when \(D\) vanishes: every pair must satisfy \(\psi_i\nabla\psi_l=\psi_l\nabla\psi_i\). Where \(\psi_i\ne0\), this says that the ratio \(\psi_l/\psi_i\) has zero gradient.

**Q.** What happens if the spin channel has a single occupied orbital?

**A.** There are no pairs in the sum, so \(D=0\) wherever \(\rho>0\). The local formula must agree, and it does. Write the orbital as \(\psi=\sqrt\rho\,e^{i\theta}\). Then

\[
\nabla\psi=e^{i\theta}\left(\frac{\nabla\rho}{2\sqrt\rho}+i\sqrt\rho\,\nabla\theta\right),
\qquad
\tau=\frac{|\nabla\rho|^2}{4\rho}+\rho|\nabla\theta|^2 .
\]

The current is \(\mathbf j=\rho\nabla\theta\), so \(|\mathbf j|^2/\rho=\rho|\nabla\theta|^2\). The two subtractions remove the whole of \(\tau\).

**Q.** That suggests a kinetic reading of \(D\).

**A.** It does. A single orbital with given local values of \(\rho\), \(\nabla\rho\) and \(\mathbf j\) has \(\tau=|\nabla\rho|^2/(4\rho)+|\mathbf j|^2/\rho\). Thus \(D/2\) is the kinetic-energy density in excess of that one-orbital value. The excess is due to several orbitals of the same spin varying differently at the same place. The pair reading and the kinetic reading describe the same number within a single determinant.

**Q.** And outside a single determinant?

**A.** A correlated wave function is still antisymmetric, so its same-spin pair density also vanishes at contact. But in general that pair density is not \(\rho\rho'-|\gamma|^2\), and its curvature need not be the \(D\) derived here. If the orbitals come from a Kohn-Sham calculation, \(D\) describes the pair probability of the non-interacting determinant, not that of the interacting electrons.

## Second half: the reference, the two limits and an atom

**Q.** Restate what is carried over, so that I can object to the remainder.

**A.** For one spin of a single determinant, \(\rho\) is the density, \(\tau=\sum_i|\nabla\psi_i|^2\), and \(\mathbf j=\mathrm{Im}\sum_i\psi_i^*\nabla\psi_i\). The density of other same-spin electrons at distance \(s\) from one at \(\mathbf r\), averaged over directions, is

\[
\langle P\rangle_s=\frac D3s^2+O(s^4),\qquad
D=\tau-\frac{|\nabla\rho|^2}{4\rho}-\frac{|\mathbf j|^2}{\rho}.
\]

Equivalently, \(\rho D=\sum_{i<l}|\psi_i\nabla\psi_l-\psi_l\nabla\psi_i|^2\). It follows that \(D\ge0\), and that \(D=0\) for one occupied orbital.

**Q.** Then small \(D\) means localized. Why not plot \(D\) and stop?

**A.** Because \(D\) has the dimension of length to the power \(-5\), and "small" needs a comparison. If all lengths in a system shrink by a factor \(\lambda\), the density grows by \(\lambda^3\) and \(D\) by \(\lambda^5\), although the pattern of the orbitals is unchanged. A reference proportional to \(\rho^{5/3}\) scales in the same way. In the electron localization function its coefficient is taken from jellium, the uniform electron gas, at the same spin density.

**Q.** Calculate it for one spin. Factors of two tend to enter here.

**A.** The orbitals are plane waves filling a sphere of radius \(k_F\) in wave-vector space. With one electron of this spin per state,

\[
\rho=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}=\frac{k_F^3}{6\pi^2},\qquad
k_F=(6\pi^2\rho)^{1/3}.
\]

Each plane wave contributes \(k^2\) times its density to \(\tau\), so

\[
\tau=\int_{k<k_F}\frac{k^2\,d^3k}{(2\pi)^3}
=\frac{k_F^5}{10\pi^2}=\frac35k_F^2\rho .
\]

The density is uniform, and the currents of \(\mathbf k\) and \(-\mathbf k\) cancel. Both subtractions in \(D\) are zero, and the jellium value is

\[
D_0=c_F\rho^{5/3},\qquad c_F=\frac35(6\pi^2)^{2/3}=9.1156 .
\]

In a spin-unpolarized system with total density \(n=2\rho\), the same reference reads \(D_0=\frac3{10}(3\pi^2)^{2/3}n^{5/3}\). The quantity is unchanged; the factor \(2^{-5/3}\) has been absorbed into the coefficient.

The curvature \(D\) of the same-spin pair probability has been derived for a single determinant, and its jellium value \(D_0\) has been calculated from \(\tau\). It remains to check \(D_0\) against the exchange hole, to define the localization function from \(D\) and \(D_0\), and to examine its two limits and an atom.
